# Frequency-only Born scattering of phonons by mass disorder in diamond-structure silicon

## 1. A special case: one atom on four dampers

Let an atom be joined to four fixed neighbours by identical dampers lying along the bonds of a regular tetrahedron,

$$\sqrt3\,\mathbf n_i=(1,1,1),\ (1,-1,-1),\ (-1,1,-1),\ (-1,-1,1).$$

A damper of coefficient $\eta$ resists motion along its own bond. If the atom moves with velocity $\mathbf w$, the dissipated power is

$$P=\eta\sum_i(\mathbf n_i\cdot\mathbf w)^2=\eta\sum_{\alpha\beta}w_\alpha w_\beta\sum_i n_{i\alpha}n_{i\beta}.$$

For $\alpha=\beta$ each bond contributes $1/3$, so the inner sum is $4/3$. For $\alpha=x$, $\beta=y$ it is $(1-1-1+1)/3=0$, and the other pairs vanish likewise. Hence $P=\tfrac43\eta|\mathbf w|^2$, whatever the direction of motion.

A mass defect in a crystal behaves in a similar way. A passing wave shakes it, the inertia of its excess mass acts as a force on the lattice, and that force radiates waves. The surrounding crystal takes the place of the dampers. Tetrahedral symmetry makes the radiated power independent of the direction of shaking.

The diamond structure has two atoms per cell, so a second condition is needed. With damping $\eta_1$ and $\eta_2$ at the two sites, the power is $\tfrac43(\eta_1|\mathbf w_1|^2+\eta_2|\mathbf w_2|^2)$. This depends on how the wave shares its motion between the sites, unless $\eta_1=\eta_2$. In diamond the equality comes from an inversion that exchanges the sites. Tetrahedral site symmetry does not supply it.

## 2. Result and assumptions

Let the mass at site $\sigma=1,2$ of cell $\mathbf R$ be $M(1+\varepsilon_{\mathbf R\sigma})$, where $M$ is the mean mass. The disorder is uncorrelated and has the same variance on both sublattices:

$$\langle\varepsilon_{\mathbf R\sigma}\rangle=0,\qquad \langle\varepsilon_{\mathbf R\sigma}\varepsilon_{\mathbf R'\sigma'}\rangle=g_2\,\delta_{\mathbf R\mathbf R'}\delta_{\sigma\sigma'} .$$

The lattice is harmonic and its springs are unchanged by the disorder. To leading order in $g_2$, the energy of a phonon mode of angular frequency $\omega$ decays at the rate

$$\boxed{\frac1\tau=\frac{\pi}{2}\,g_2\,\omega^2\rho(\omega)},\qquad \rho(\omega)=\frac1{6N}\sum_{\mathbf q'j'}\delta(\omega-\omega_{\mathbf q'j'}). \tag{1}$$

Here $N$ is the number of cells, and $\rho$ is the density of modes per degree of freedom, with $\int\rho\,d\omega=1$. The amplitude decays at half this rate.

## 3. Energy transfer between two modes

Let $D$ be the dynamical matrix of the crystal with mean masses. Its normalised modes, labelled $k=(\mathbf q,j)$, are

$$\psi_{k,\mathbf R\sigma}=\frac{1}{\sqrt N}\mathbf e_\sigma(k)e^{i\mathbf q\cdot\mathbf R},\qquad D\psi_k=\omega_k^2\psi_k,\qquad \sum_\sigma|\mathbf e_\sigma(k)|^2=1 .$$

The displacements obey $(1+\varepsilon)\ddot u=-Du$. Start from $u_0=\psi_ke^{-i\omega t}$ and write $u=u_0+u_1$. The terms of first order in $\varepsilon$ are

$$\ddot u_1+Du_1=-\varepsilon\ddot u_0=\omega^2\varepsilon\,\psi_ke^{-i\omega t}.$$

Project on mode $k'$, whose frequency is $\omega'$, and call its coefficient $b$:

$$\ddot b+\omega'^2b=\omega^2\varepsilon_{k'k}e^{-i\omega t},\qquad
\varepsilon_{k'k}=\frac1N\sum_{\mathbf R\sigma}\varepsilon_{\mathbf R\sigma}\,\mathbf e_\sigma^*(k')\cdot\mathbf e_\sigma(k)\,e^{i(\mathbf q-\mathbf q')\cdot\mathbf R}.$$

The part of $b$ that rotates as $e^{-i\omega't}$ is $A=\tfrac12(b+i\dot b/\omega')$. Differentiating, and inserting the equation for $\ddot b$, gives

$$\dot A=\tfrac12\dot b-\tfrac{i}{2}\omega'b+\frac{i\omega^2\varepsilon_{k'k}}{2\omega'}e^{-i\omega t}
=-i\omega'A+\frac{i\omega^2\varepsilon_{k'k}}{2\omega'}e^{-i\omega t}.$$

With $A(0)=0$ and $\Delta=\omega'-\omega$, the solution is

$$A(t)=\frac{i\omega^2\varepsilon_{k'k}}{2\omega'}e^{-i\omega't}\int_0^te^{i\Delta s}ds,\qquad
|A|^2=\frac{\omega^4|\varepsilon_{k'k}|^2}{4\omega'^2}\,\frac{4\sin^2(\Delta t/2)}{\Delta^2}.$$

The energy of a mode is proportional to its squared frequency times its squared amplitude. The initial mode has unit amplitude, so the fraction of its energy found in $k'$ is

$$\frac{\omega'^2|A|^2}{\omega^2}=\frac{\omega^2}{4}|\varepsilon_{k'k}|^2\,\frac{4\sin^2(\Delta t/2)}{\Delta^2}. \tag{2}$$

The counter-rotating part of $b$ has the denominator $\omega'+\omega$. It stays bounded and gives no rate.

The last factor in (2) is a peak at $\Delta=0$ with area $2\pi t$. Once its width, of order $1/t$, is small compared with the scale on which the final-state density varies, it may be replaced by $2\pi t\,\delta(\Delta)$. Dividing by $t$ and summing over final modes gives

$$\frac1\tau=\frac{\pi}{2}\omega^2\sum_{k'}\langle|\varepsilon_{k'k}|^2\rangle\,\delta(\omega-\omega'). \tag{3}$$

The time $t$ must also be short compared with $\tau$. Both demands can be met if $\rho$ changes little over a frequency interval $1/\tau$. This can fail at a sharp edge of the density of modes.

Equation (3) is also the relaxation rate of a phonon occupation $n$. For an elastic process, gain and loss combine as $n(1+n')-n'(1+n)=n-n'$. The product $nn'$ cancels, so the rate has no explicit temperature factor.

## 4. The disorder average

In $|\varepsilon_{k'k}|^2$ there is a double sum over atoms. The average keeps the terms in which both factors refer to the same atom, and for these the phase is one. The $N$ cells contribute equally:

$$\langle|\varepsilon_{k'k}|^2\rangle=\frac{1}{N^2}\,N\sum_\sigma g_2|\mathbf e_\sigma^*(k')\cdot\mathbf e_\sigma(k)|^2
=\frac{g_2}{N}\sum_\sigma|\mathbf e_\sigma^*(k')\cdot\mathbf e_\sigma(k)|^2 .$$

There is no interference between sublattices. Writing out the square,

$$|\mathbf e_\sigma^*(k')\cdot\mathbf e_\sigma(k)|^2=\sum_{\alpha\beta}e^*_{\sigma\alpha}(k)\,\bigl[e_{\sigma\alpha}(k')e^*_{\sigma\beta}(k')\bigr]\,e_{\sigma\beta}(k),$$

one sees that the final modes enter through one $3\times3$ tensor per site:

$$T^\sigma_{\alpha\beta}(\omega)=\frac1N\sum_{k'}\delta(\omega-\omega')\,e_{\sigma\alpha}(k')e^*_{\sigma\beta}(k'). \tag{4}$$

Equation (3) becomes

$$\frac1\tau=\frac{\pi}{2}g_2\omega^2\sum_\sigma\sum_{\alpha\beta}e^*_{\sigma\alpha}(k)\,T^\sigma_{\alpha\beta}(\omega)\,e_{\sigma\beta}(k). \tag{5}$$

So far no crystal symmetry beyond translation has been used. Direction and polarisation are still present through $\mathbf e_\sigma(k)$.

## 5. What each symmetry does

The tensor $T^\sigma$ is the block of the operator $\delta(\omega-\sqrt D)$ that belongs to one atom. It therefore does not depend on the basis chosen among degenerate modes. A crystal symmetry $S$ that leaves the atom in place commutes with $D$, and so $ST^\sigma S^{\mathsf T}=T^\sigma$.

**Rotations about the site.** The twofold rotation about $z$ is $\mathrm{diag}(-1,-1,1)$. It changes the signs of $T_{xz}$ and $T_{yz}$, which must therefore vanish. The twofold rotation about $x$ removes $T_{xy}$. The threefold rotation about $[111]$ permutes $x$, $y$ and $z$, so the three diagonal elements are equal. Thus

$$T^\sigma_{\alpha\beta}=\rho_\sigma\delta_{\alpha\beta},\qquad \rho_\sigma=\tfrac13\operatorname{Tr}T^\sigma .$$

**Inversion through a bond centre.** This operation exchanges the two sublattices and reverses every displacement. The two sign changes in $T$ cancel, so $T^1=T^2$ and $\rho_1=\rho_2$. Taking the trace of (4) and summing over sites gives

$$3\rho_1+3\rho_2=\frac1N\sum_{k'}\delta(\omega-\omega')=6\rho,$$

hence $\rho_1=\rho_2=\rho$.

**Normalisation.** Equation (5) now contains $\rho\sum_\sigma|\mathbf e_\sigma(k)|^2=\rho$, and (1) follows. The individual transition probability still depends on both polarisations. The dependence on the incoming one disappears in the sum over all final modes of the same frequency.

## 6. Cases in which a condition is changed

**Unequal sublattice masses.** In zincblende the sites remain tetrahedral, but inversion is lost. Let $g_\sigma$ be the variance of the mass on sublattice $\sigma$ relative to its own mean, and use mass-weighted displacements. The derivation through the first part of Section 5 is unchanged and gives

$$\frac1\tau=\frac\pi2\omega^2\sum_\sigma g_\sigma\rho_\sigma(\omega)|\mathbf e_\sigma(k)|^2. \tag{6}$$

The rate now depends on how the mode divides its kinetic energy between the sublattices.

**Diamond with unequal disorder.** Suppose the mean masses agree but $g_1\ne g_2$ in the notation of (6). Inversion takes $\mathbf q$ to $-\mathbf q$ and exchanges the sites; complex conjugation takes $-\mathbf q$ back to $\mathbf q$. A nondegenerate mode must return to itself up to a phase, so $|\mathbf e_1|^2=|\mathbf e_2|^2=\tfrac12$. The rate is again a function of frequency, with the variance replaced by $(g_1+g_2)/2$. For degenerate modes the sharing can depend on the basis, as it does for the longitudinal pair at the zone-boundary point X, and this argument alone does not fix the individual rates.

**Uniaxial stress along $[001]$.** The threefold axes are lost. The twofold axes remain, and so does the fourfold rotation-reflection that exchanges $x$ and $y$. Therefore $T_{xx}=T_{yy}\ne T_{zz}$ in general. Inversion still makes the two sites equivalent, and

$$\frac1\tau=\frac\pi2g_2\omega^2\left[T_{xx}+(T_{zz}-T_{xx})p_z\right],\qquad p_z=\sum_\sigma|e_{\sigma z}(k)|^2. \tag{7}$$

At fixed frequency the polarisation matters again, through the fraction $p_z$ of the motion that lies along the stress axis.

## 7. Long waves, and use in a transport calculation

At low frequency $\omega=c_j(\hat{\mathbf q})q$, with sound speed $c_j$. Let $V_0$ be the volume per atom, so that the cell volume is $2V_0$. Integrating the delta function over $q$ gives

$$6\rho=\frac{2V_0}{(2\pi)^3}\sum_{j=1}^3\int d\Omega\,\frac{\omega^2}{c_j^3}
=\frac{3V_0\omega^2}{\pi^2}\langle c^{-3}\rangle,$$

where $\langle c^{-3}\rangle$ is the mean over directions and the three acoustic branches. Thus $\rho=V_0\omega^2\langle c^{-3}\rangle/(2\pi^2)$, and

$$\frac1\tau=\frac{g_2V_0\,\omega^4}{4\pi}\langle c^{-3}\rangle . \tag{8}$$

The mean runs over the final modes. A fast longitudinal phonon and a slow transverse one of equal frequency share this rate, but their mean free paths differ in proportion to their group velocities.

A scattering rate need not equal the rate at which heat current relaxes, because scattered phonons may keep some forward motion. Here the returned current is governed by

$$K^\sigma_{\alpha\beta\gamma}=\frac1N\sum_{k'}\delta(\omega-\omega')\,e_{\sigma\alpha}(k')e^*_{\sigma\beta}(k')\,v_\gamma(k'),$$

where $\mathbf v$ is the group velocity. Time reversal replaces $\mathbf e$ by $\mathbf e^*$ and $\mathbf v$ by $-\mathbf v$, so $K_{\alpha\beta\gamma}=-K_{\beta\alpha\gamma}$. The part symmetric in $\alpha\beta$ is zero.

The antisymmetric part is equivalent to an axial vector $\mathbf l$ paired with $\mathbf v$, that is, to a tensor $B_{\delta\gamma}$. The rotations of Section 5 reduce it to $B\,\delta_{\delta\gamma}$. The site also has a mirror that exchanges $x$ and $y$. It leaves $v_z$ unchanged but reverses $l_z$, because $\mathbf l$ is axial. Hence $B=-B=0$.

The returned current vanishes, and (1) may be used as the transport relaxation rate for mass disorder. The argument survives when other processes are described by relaxation rates that respect crystal symmetry and time reversal, since these merely weight $\mathbf v(k')$ by an invariant factor. Scattering at the surfaces of a thin film depends on the direction of travel relative to the film. It does not meet this condition, and the argument then no longer guarantees that the returned current vanishes.

## 8. Implementation

No polarisation vectors are needed for (1). Compute all six branches on a mesh covering the Brillouin zone, form a density normalised to one, and evaluate it at the phonon frequency. The formula converts to two other normalisations as follows:

- If $\mathcal D(\omega)$ is the number of modes per volume and per unit angular frequency, then $V_0\mathcal D=3\rho$ and $1/\tau=(\pi/6)V_0g_2\omega^2\mathcal D$.
- If the density $\rho_\nu$ is normalised over ordinary frequency $\nu=\omega/2\pi$, then $\rho_\nu=2\pi\rho$ and $1/\tau=\pi^2g_2\nu^2\rho_\nu$.

At low frequency a mesh contains few modes. It is then better to find the radius $q_j(\hat{\mathbf q})$ at which each acoustic branch reaches $\omega$, and to integrate over directions. With cell volume $V_c$,

$$\rho=\frac{V_c}{6(2\pi)^3}\sum_j\int d\Omega\,\frac{q_j^2}{\partial\omega_j/\partial q}. \tag{9}$$

This form holds while each acoustic branch rises steadily to $\omega$ inside the zone and no other modes have that frequency.

## 9. Worked example

The example uses round parameters in the rough regime of silicon: lattice constant $a=0.54$ nm and masses 28, 29 and 30 u with shares 0.92, 0.05 and 0.03. For bond directions $\mathbf n$, the spring energy is

$$E=\frac{K_b}{2}\sum_{\rm bonds}[\mathbf n\cdot(\mathbf u_j-\mathbf u_i)]^2+\frac{K_a}{2}\sum_{i;\,j<l}[\mathbf n_j\cdot(\mathbf u_l-\mathbf u_i)+\mathbf n_l\cdot(\mathbf u_j-\mathbf u_i)]^2,$$

with $K_b=140$ N/m and $K_a=10$ N/m. The second sum runs over pairs of bonds that meet at atom $i$.

The mean mass is $25.76+1.45+0.90=28.11$ u, and

$$g_2=\frac{0.92(0.11)^2+0.05(0.89)^2+0.03(1.89)^2}{28.11^2}=\frac{0.1579}{790.2}=2.00\times10^{-4}.$$

Take $\nu=3$ THz, so $\omega=18.85$ rad/ps. Numerical integration of (9) gives $\rho=2.061\times10^{-3}$ ps. Therefore

$$\frac1\tau=\frac\pi2(2.00\times10^{-4})(18.85)^2(2.061\times10^{-3})\ \mathrm{ps}^{-1}=2.30\times10^{-4}\ \mathrm{ps}^{-1}=0.230\ \mathrm{ns}^{-1},$$

and $\tau=4.35$ ns. The following modes all have this frequency and this rate. The path is the slope $\partial\omega/\partial q$ times $\tau$.

| Mode | $q$ (1/nm) | Slope (nm/ps) | Path (µm) |
|---|---:|---:|---:|
| [100] transverse | 3.37 | 5.40 | 23.5 |
| [100] longitudinal | 2.31 | 8.04 | 35.0 |
| [110] slow transverse | 4.25 | 4.19 | 18.2 |
| [110] longitudinal | 2.15 | 8.45 | 36.8 |
| [111] longitudinal | 2.08 | 8.91 | 38.7 |

The longest path is about twice the shortest, entirely because of the slope.

A mesh of $32^3$ wavevectors with Gaussian smearing of standard deviation 0.25 THz gives $\rho=2.092\times10^{-3}$ ps, 1.5 % above the surface value. For $\rho\propto\omega^2$, smearing alone adds $(0.25/3)^2=0.7$ %. The rest has not been separated into dispersion and mesh error.

The same mesh gives rates of 6.1, 7.4 and 14.2 ns$^{-1}$ at 6, 9 and 12 THz. The value at 6 THz is stable, but the last two depend on the smearing. On a mesh equivalent to about $190^3$ wavevectors, smearings of 0.06, 0.03 and 0.015 THz give 7.2, 7.2 and 7.1 ns$^{-1}$ at 9 THz, and 15.2, 15.8 and 16.3 ns$^{-1}$ at 12 THz. The first value at 9 THz is thus 3 to 4 % too high. The one at 12 THz is at least 13 % too low and has not converged; this frequency lies just below the model's lower longitudinal mode at the zone-boundary point L, 12.03 THz. From 3 to 6 THz the mesh rate rises by a factor of 26, against 16 for the $\omega^4$ law, so $\rho$ grows faster than $\omega^2$. From 6 to 9 THz the rate rises by 1.21 while $\omega^2$ rises by 2.25, so $\rho$ falls to roughly half its value. Equation (8) should not be carried into this range. Already at 3 THz, with the model's own sound speeds, it gives 0.209 ns$^{-1}$, 9 % below the full rate.

Stress can be illustrated by stiffening, by 10 %, the angle springs whose two bond directions add to a vector along $z$. The geometry and the frequency, 3 THz, are held fixed. Integration over the constant-frequency surface gives $T_{zz}/T_{xx}-1=-0.8$ %. By (7), this is also the largest possible change of rate between $p_z=0$ and $p_z=1$. The stiffening is a chosen perturbation and has not been calibrated to a stress.

For sublattice masses of 20 and 36 u with equal $g_\sigma$, a $16^3$ mesh smeared by 0.3 THz gives $\rho_1/\rho_2\approx0.27$ at 9 THz. On a mesh equivalent to about $140^3$ wavevectors, the factor in (6) varies by about 8 % of its mean among modes within 0.3 THz, and by about 3 % among modes within 0.05 THz. Coarser meshes miss the extreme modes: the first figure is 5 % on a $16^3$ mesh and 7.5 % on a $32^3$ mesh. The local densities differ strongly, but the variation is modest because the lighter sublattice carries between 17 and 27 % of the kinetic energy in all the modes of the wider group.

## 10. The example beside real silicon and real devices

The lattice constant, masses and $g_2$ are close to those of natural silicon. The model's transverse frequency at the zone boundary X is not: it is 7.6 THz, against roughly 4.5 THz in silicon. To estimate the consequence, let a transverse branch follow $\omega=\omega_m\sin(cq/\omega_m)$ with $c$ held fixed. Its density exceeds the linear-dispersion value by $(\arcsin x/x)^2/\sqrt{1-x^2}$, where $x=\omega/\omega_m$. At 3 THz this is 1.15 for the model's $\omega_m$ and 1.61 for the lower one. In this estimate, the lower frequency at X makes the transverse part of the rate at 3 THz some 40 % larger than the model's value. The estimate is only a rough guide. The model's actual transverse excess at 3 THz is 1.10, not 1.15. The estimate also leaves out the point L, where silicon's transverse branch lies lower still, near 3.4 THz against 5.4 THz in the model; with that maximum the same formula gives about 3.2. All the numerical rates here, including the one at 3 THz, belong to the model and should be recomputed from a realistic phonon spectrum before use.

Rough estimates for a thin film at room temperature show how mass disorder compares with other processes. In a film 100 nm thick, a boundary rate of slope over thickness is $5.40/100$ ps$^{-1}=54$ ns$^{-1}$ for the [100] transverse mode. A rough anharmonic rate $A\omega^2T$, with $A=10^{-19}$ s/K as an order of magnitude, is 11 ns$^{-1}$ at 3 THz and 300 K. Mass disorder then supplies about 0.4 % of the total. At 9 THz the same rough formula gives 96 ns$^{-1}$, and mass disorder at 7.4 ns$^{-1}$ is a correction of several per cent to the bulk rate.

The Born approximation is a smaller concern at 3 THz. Repeated scattering by one atom multiplies its response by $1/(1-\varepsilon\omega^2G)$, with

$$G=\frac1{6N}\sum_{k'}\frac1{\omega'^2-(\omega+i0)^2}.$$

To first order the rate changes by at most $2|\varepsilon\omega^2G|$. For the 30 u atom, $\varepsilon=0.067$, and the mesh sum with a frequency broadening of 0.25 THz gives 2 % at 3 THz. At 6, 9 and 12 THz the same bound is 10 to 13 % with a broadening of 0.2 THz, and 11 to 15 % with 0.02 THz. In the optical band it is no longer small: at 15 THz it is about 80 % or more, and the full factor lowers the scattering by this atom by 11 to 14 %.

Isotopes leave the harmonic springs unchanged within the Born–Oppenheimer approximation. Dopants, vacancies and clusters do not meet the assumptions so well: they alter springs, strain their surroundings or occupy correlated sites. Their scattering contains terms that join neighbouring atoms, and the single-site tensor (4) no longer determines the rate.
